# Siepmann-Sprik equations for Gaussian electrode charges and the neutrality-projected inverse matrix, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From Gaussian charges to the projected inverse

### Definitions and conventions

An electrode system consists of $M$ atoms at distinct fixed positions $\mathbf R_i$. Atom $i$ carries a net charge $Q_i$, spread over a Gaussian:

$$\rho_i(\mathbf r)=Q_i\,g(\mathbf r-\mathbf R_i),\qquad g(\mathbf s)=\left(\frac{\eta^2}{\pi}\right)^{3/2}e^{-\eta^2 s^2}. \tag{1}$$

The function $g$ integrates to one, and the inverse width $\eta$ is the same for all atoms. Between or near the electrodes are point ions with charges $q_k$ at $\mathbf r_k$. The surroundings are vacuum, the boundaries are open, and potentials vanish at infinity.

Charges are measured in units of the elementary charge $e$, lengths in nm and potentials in V. A product of charge and potential is then an energy in eV. The Coulomb constant is $K=e/(4\pi\varepsilon_0)=1.43996$ V nm/$e$. A positive $Q_i$ means a deficit of electrons.

Bold $\mathbf 1$ is the column vector of $M$ ones, so $\mathbf 1^T Q$ is the total electrode charge. The prescribed potentials form the vector $\Psi$. All atoms of one electrode normally have the same $\Psi_i$.

The model treats the metal as a set of classical charges that adjust to the ions at once. The $Q_i$ are the unknowns. Positions, $\eta$ and $\Psi$ are inputs.

### The potential of one Gaussian

For a unit Gaussian, Gauss's law divides the charge into the part inside radius $r$, which acts as if concentrated at the centre, and the shells outside, each of which contributes its own constant interior potential:

$$\frac{\phi(r)}{K}=\frac1r\int_0^r4\pi s^2g(s)\,ds+\int_r^\infty4\pi s\,g(s)\,ds .$$

The prefactor is $4\pi(\eta^2/\pi)^{3/2}=4\eta^3/\sqrt\pi$. The outer integral is elementary:

$$\frac{4\eta^3}{\sqrt\pi}\,\frac{e^{-\eta^2r^2}}{2\eta^2}=\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}.$$

For the inner one, integrate by parts, using $s\,e^{-\eta^2s^2}=-\frac{d}{ds}\,e^{-\eta^2s^2}/(2\eta^2)$:

$$\int_0^r s^2e^{-\eta^2s^2}ds=-\frac{r\,e^{-\eta^2r^2}}{2\eta^2}+\frac{\sqrt\pi}{4\eta^3}\,\mathrm{erf}(\eta r).$$

After multiplication by $4\eta^3/(\sqrt\pi\,r)$ this becomes $\mathrm{erf}(\eta r)/r-(2\eta/\sqrt\pi)e^{-\eta^2r^2}$. The exponential cancels the outer contribution, which leaves

$$\phi(r)=K\,\frac{\mathrm{erf}(\eta r)}{r}. \tag{2}$$

Far from the atom this is the potential of a point charge. At the centre it is finite, $2K\eta/\sqrt\pi$, because $\mathrm{erf}(x)\simeq2x/\sqrt\pi$ for small $x$.

### The interaction of two Gaussians

The energy of two unit Gaussians a distance $r_{ij}$ apart is the Coulomb potential averaged over both distributions. It depends on the two internal displacements $\mathbf x$ and $\mathbf y$ only through $\mathbf x-\mathbf y$. Each Cartesian component of $\mathbf x$ has variance $1/(2\eta^2)$, and so has each component of $\mathbf y$. The difference of two independent Gaussian variables is Gaussian, and the variances add to $1/\eta^2$. Writing this sum as $1/(2a^2)$ gives $a=\eta/\sqrt2$. The double average therefore equals the potential of one Gaussian of inverse width $\eta/\sqrt2$:

$$A_{ij}=K\,\frac{\mathrm{erf}(\eta r_{ij}/\sqrt2)}{r_{ij}}\quad(i\ne j),\qquad A_{ii}=K\sqrt{\frac2\pi}\,\eta . \tag{3}$$

The diagonal element is the limit $r\to0$, namely $2Ka/\sqrt\pi$ with $a=\eta/\sqrt2$. The matrix $A$ is symmetric and has the unit V/$e$.

Direct quadrature of the defining integrals with $\eta=20$ nm$^{-1}$ tests both kernels. Equation (2) was checked at $r=0.02$, 0.04 and 0.10 nm, and equation (3) at $r=0$, 0.06 and 0.20 nm. All values agree within $10^{-6}$ V/$e$.

### The electrostatic energy

The energy of a Gaussian with itself is half the product of its charge and its own averaged potential, $\frac12A_{ii}Q_i^2$. Each pair of different atoms contributes $A_{ij}Q_iQ_j$ once. Both statements are contained in $\frac12Q^TAQ$, because the double sum meets every pair twice.

An ion interacts with atom $i$ through the potential (2). Define

$$v_i=K\sum_kq_k\frac{\mathrm{erf}(\eta|\mathbf R_i-\mathbf r_k|)}{|\mathbf R_i-\mathbf r_k|}. \tag{4}$$

By the symmetry of the Coulomb interaction, $v_i$ is also the potential of the ions averaged over Gaussian $i$. The total electrostatic energy is

$$U=\tfrac12Q^TAQ+Q^Tv+U_{\rm ion}, \tag{5}$$

where $U_{\rm ion}$ is the Coulomb energy of the ions among themselves. If a code stores a vector $b=-v$, every $v$ below is to be replaced by $-b$.

### Why the quadratic form has a minimum

A stationary point of the energy is a minimum only if $A$ is positive definite on the permitted charge vectors. The Fourier transform of $1/r$ is $4\pi/k^2$, and that of $g$ is $e^{-k^2/4\eta^2}$. Two Gaussians supply two such factors, so

$$Q^TAQ=\frac{K}{(2\pi)^3}\int d^3k\,\frac{4\pi}{k^2}\,e^{-k^2/2\eta^2}\left|\sum_iQ_ie^{-i\mathbf k\cdot\mathbf R_i}\right|^2. \tag{6}$$

The integrand is nowhere negative. The integral vanishes only if the sum over atoms vanishes for every $\mathbf k$. That sum is the transform of $\sum_iQ_i\delta(\mathbf r-\mathbf R_i)$, which is zero for distinct positions only when every $Q_i$ is zero. Hence $A$ is positive definite and invertible.

The self terms are essential to this result. Suppose they are dropped, giving a matrix $A^0$ with zero diagonal and positive off-diagonal elements. Its trace over the space of neutral vectors is the trace of $A^0(I-\mathbf 1\mathbf 1^T/M)$, because the bracket is the orthogonal projector on that space. This trace equals

$$0-\frac{\mathbf 1^TA^0\mathbf 1}{M}<0 .$$

At least one neutral charge pattern then has negative energy. Scaling it up lowers the energy without limit, and no equilibrium charges exist.

Equation (6) also shows a numerical limit. If the Gaussians are much wider than the atomic spacing, the factor $e^{-k^2/2\eta^2}$ suppresses the short waves that distinguish neighbouring atoms. The matrix remains positive definite in exact arithmetic but becomes nearly singular.

### The function to be minimised at given potentials

An electrode at fixed potential exchanges charge with a reservoir. When charge $dQ_i$ passes from a reservoir at potential $\Psi_i$ to atom $i$, the reservoir's energy falls by $\Psi_i\,dQ_i$. Apart from a constant, the energy of electrodes, ions and reservoirs together is therefore

$$\Omega(Q)=U(Q)-Q^T\Psi . \tag{7}$$

The minus sign records that the reservoir has supplied the work. Minimising $U$ alone would describe electrodes whose potentials are all zero.

Differentiate (7) with respect to $Q_i$. In the quadratic term $Q_i$ appears once on the left and once on the right. Since $A$ is symmetric, the two contributions are equal and cancel the factor $\frac12$:

$$\frac{\partial\Omega}{\partial Q_i}=\sum_jA_{ij}Q_j+v_i-\Psi_i .$$

Setting all derivatives to zero gives the Siepmann-Sprik linear equations,

$$AQ=\Psi-v . \tag{8}$$

Row $i$ says that the potential produced by all electrode charges and all ions, averaged over Gaussian $i$, equals the prescribed $\Psi_i$. The condition is imposed once per atom. It does not make the potential constant at every point of space between the atoms.

Because the boundaries are open, $\Psi_i$ in (8) is an absolute potential relative to infinity. The sum of the charges that solve (8) is whatever these absolute values demand, and in general it is not zero. With one plate at 1 V and the other at 0 V, the pair as a whole lies above the potential of infinity and takes up a net positive charge when no ions are present. A battery connected between two otherwise isolated plates cannot supply such a charge: it moves charge from one plate to the other.

### Neutrality and the uniform shift

Let the total electrode charge be fixed at $T$:

$$\mathbf 1^TQ=T . \tag{9}$$

For a neutral set of ions, $T=0$. If the ions have net charge $q_{\rm tot}=\sum_kq_k$ and the whole system is to be neutral, $T=-q_{\rm tot}$.

The constraint is added with a Lagrange multiplier $\chi$, by making $\Omega-\chi(\mathbf 1^TQ-T)$ stationary. The derivative of $\mathbf 1^TQ$ with respect to every $Q_i$ is one. Therefore

$$AQ=\Psi-v+\chi\mathbf 1 . \tag{10}$$

The multiplier is an electric potential, added equally to all atoms. The actual potentials are $\Psi_i+\chi$. Differences between electrodes retain their prescribed values, while the common level is determined by the total charge.

To solve (10), define

$$w=\Psi-v,\qquad h=A^{-1}\mathbf 1,\qquad s=\mathbf 1^Th=\mathbf 1^TA^{-1}\mathbf 1 . \tag{11}$$

The vector $h$ holds the charges that the atoms take, without ions, when all are held at 1 V relative to infinity. The number $s$ is their sum, the capacitance of the whole electrode set to infinity. It is positive, since $s=h^TAh$.

Multiplying (10) by $A^{-1}$ gives $Q=A^{-1}w+\chi h$. Multiply this by $\mathbf 1^T$. The symmetry of $A^{-1}$ gives $\mathbf 1^TA^{-1}w=h^Tw$, and the constraint becomes

$$T=h^Tw+\chi s,\qquad\text{so}\qquad \chi=\frac{T-h^Tw}{s}. \tag{12}$$

Here $h^Tw$ is the total charge of the unconstrained solution. The shift is the charge that must be added, divided by the capacitance to infinity. Substitution of $\chi$ yields

$$Q=A^{-1}w-\frac{h\,(h^Tw)}{s}+\frac{T}{s}h .$$

The first two terms are linear in $w$ and define one matrix:

$$Q=S(\Psi-v)+\frac Ts\,h,\qquad S=A^{-1}-\frac{A^{-1}\mathbf 1\,\mathbf 1^TA^{-1}}{\mathbf 1^TA^{-1}\mathbf 1}. \tag{13}$$

For $T=0$ the last term of $Q$ is absent, and $S$ alone converts prescribed potentials and ion potentials into neutral electrode charges.

### A test against direct minimisation

Equation (13) was compared with the minimum of an energy summed pair by pair. Six atoms were placed at (0, 0, 0), (0.29, 0, 0) and (0, 0.31, 0.05) nm, held at 1 V, and at (0, 0, 1.5), (0.3, 0.1, 1.5) and (0.1, 0.35, 1.6) nm, held at 0 V, with $\eta=20$ nm$^{-1}$. Two ions stood at (0.1, 0.1, 0.5) and (0.2, 0, 0.95) nm. Their charges were $+1$ and $-1$ in one case, and $+1$ and $-0.4$ in the other, so that $T=0$ and $T=-0.6$.

The sixth charge was eliminated through (9), and the energy was minimised in the other five. The largest difference from (13) in either case was $1.7\times10^{-16}\,e$. At the minimum the six derivatives $\partial\Omega/\partial Q_i$ were all equal to the $\chi$ of (12), within about one part in $10^5$.

## Part II. Properties, forces and a worked capacitor

### Symbols and results carried over

The matrix $A$ holds the Gaussian interactions in V/$e$, $v$ the averaged ion potentials and $\Psi$ the prescribed potentials. With $w=\Psi-v$, $h=A^{-1}\mathbf 1$ and $s=\mathbf 1^Th$, the charges of total $T$ that minimise $\Omega=\frac12Q^TAQ-Q^Tw+U_{\rm ion}$ satisfy

$$AQ=w+\chi\mathbf 1,\quad \chi=\frac{T-h^Tw}{s},\quad Q=Sw+\frac Tsh,\quad S=A^{-1}-\frac{hh^T}{s}. \tag{14}$$

The constant $K$ is 1.43996 V nm/$e$, and $\eta$ is the inverse Gaussian width.

### Algebra of the projected inverse

The matrix $S$ is symmetric because both of its terms are. Acting on a uniform potential it gives

$$S\mathbf 1=h-\frac{h\,(h^T\mathbf 1)}{s}=h-h=0 . \tag{15}$$

A uniform change $\Psi\to\Psi+c\mathbf 1$ thus leaves all charges as they were. By (14), $\chi$ changes by $-c$, so the actual potentials $\Psi+\chi\mathbf 1$ are unchanged too. Transposing (15) gives $\mathbf 1^TS=0$: every charge vector $Sw$ is neutral.

From the definition, $AS=I-\mathbf 1h^T/s$. Multiplication by $S$ from the left and use of (15) give

$$SAS=S. \tag{16}$$

A second form of $S$ shows which information in $A$ matters. Let the $M-1$ columns of $Z$ be a basis of the neutral vectors, so $Z^T\mathbf 1=0$. For $T=0$ write $Q=Zy$. Multiplying $AQ=w+\chi\mathbf 1$ by $Z^T$ removes $\chi$ and leaves $Z^TAZ\,y=Z^Tw$. Since this holds for every $w$,

$$S=Z(Z^TAZ)^{-1}Z^T . \tag{17}$$

Only the action of $A$ between neutral vectors enters. Adding the same constant to every element, $A\to A+c\,\mathbf 1\mathbf 1^T$, changes nothing in (17). This is useful in periodic cells, where a convention for the average potential may add such a constant. The invariance does not cover terms that depend on atomic positions, such as those that distinguish different boundary conditions for a cell dipole.

The formula with $A^{-1}$ needs an invertible matrix. Because $(A+c\,\mathbf 1\mathbf 1^T)h=(1+cs)\mathbf 1$, the shifted matrix is singular at $c=-1/s$, and (17) must then be used. If $A$ is invertible and positive definite on neutral vectors, the denominator $s$ cannot vanish. Were it zero, $h$ would be a nonzero neutral vector with $h^TAh=h^T\mathbf 1=0$, a contradiction. For the six atoms of Part I, the choice $c=-3/s$ makes the matrix indefinite, yet every element of $S$ is unchanged within about one part in $10^5$.

### Why equal subtraction fails

Neutrality can also be forced by solving $AQ=w$ and subtracting the same charge $h^Tw/M$ from every atom. The potentials then change by $-(h^Tw/M)A\mathbf 1$. This is uniform only if all row sums of $A$ are equal, as they are when all atoms are equivalent. On a finite plate, centre and corner atoms have different row sums, and the electrode ceases to be an equipotential. Equation (14) instead removes the excess in the pattern $h$, whose potential is uniform because $Ah=\mathbf 1$.

The projected inverse $S$ now gives the electrode charges at prescribed potential differences and fixed total charge, and it keeps each electrode an equipotential where equal subtraction in general does not. What remains is to derive the energy, forces, capacitance and thermal fluctuations, and to apply the model to a gap between two aluminium plates and examine its limits.
